# Identifying Eight Rhombohedral Polarization Variants from Vertical and Lateral Piezoresponse

## A case that can be seen through

Let $x,y,z$ lie along [100], [010] and [001], with $z$ pointing out of the film. Take a layer of thickness $t$, fixed below and free above, under a uniform field $E_z=-V/t$. Suppose for the moment that the susceptibility $\chi$ is isotropic and that the only spontaneous strains are $e_{zz}=Q_{11}P_z^2$ and $e_{xz}=\tfrac12Q_{44}P_xP_z$. The field changes only $P_z$, by $\varepsilon_0\chi E_z$. The top surface therefore moves by

$$u_z=t\,\delta e_{zz}=-2Q_{11}\varepsilon_0\chi P_zV,\qquad
u_x=2t\,\delta e_{xz}=-Q_{44}\varepsilon_0\chi P_xV .$$

The factor 2 in $u_x$ appears because $e_{xz}=\tfrac12\partial_zu_x$ here. Vertical motion reveals the sign of $P_z$. Lateral motion reveals the sign of $P_x$, whatever the sign of $P_z$. The same separation holds under a localized tip, as shown below.

## Scheme and sign conventions

A rhombohedral variant has $\mathbf P=P_0(s_1,s_2,s_3)/\sqrt3$, with each $s_i=\pm1$. The result to be established is

$$\mathbf u=-V(bs_1,\;bs_2,\;as_3), \tag{1}$$

with the same $a,b$ for all eight variants. The assumptions are linear response without switching, one variant in the probed volume, an upright symmetric tip, and no buckling signal. $V$ is the signed drive amplitude, and readings are in-phase amplitudes calibrated as surface displacements.

The cantilever lies along laboratory $X$; its torsion reports displacement along $+Y$.

- Scan A has [100] along $+X$, so torsion reads $T_A=u_y$.
- For scan B the sample is turned clockwise by 90°. Now [010] lies along $+X$ and [100] along $-Y$, so $T_B=-u_x$.

With $a,b,V>0$, equation (1) gives $s_1=\operatorname{sgn}T_B$, $s_2=-\operatorname{sgn}T_A$, $s_3=-\operatorname{sgn}W$, where $W$ is the mean vertical reading.

```
input: W_A, T_A, W_B, T_B; thresholds q_v, q_l
rotate the scan-B image back and register it to scan A
for each pixel:
    W = (W_A + W_B)/2
    if |W| < q_v or |T_A| < q_l or |T_B| < q_l:
        label = undecided
    else:
        label = (sgn T_B, -sgn T_A, -sgn W)
```

After registration, time and storage grow linearly with pixel number. The sign operation does not amplify small errors away from zero, but it is discontinuous there; this is the purpose of the thresholds.

## Why the signs separate

Write the free piezoelectric strain as $e_{ij}=d_{lij}E_l$, using tensor shear strain. The operation $\operatorname{diag}(s_1,s_2,s_3)$, which is the identity, a reflection, a rotation or the inversion, belongs to the cubic parent symmetry and turns variant $(1,1,1)$ into $\mathbf s$. A polar third-rank tensor then obeys

$$d_{lij}(\mathbf s)=s_ls_is_jd_{lij}(1,1,1).$$

Permuting the axes leaves $(1,1,1)$ unchanged. Its tensor thus has four constants: $A=d_{333}$, $B=d_{311}$, $C=d_{313}$, $D=d_{312}$.

For a nonuniform tip field, reflect $x\to-x$. This reverses $s_1$ and $u_x$ but leaves the tip unchanged, so $u_x$ is odd in $s_1$. Reflecting $y$ shows that it is even in $s_2$. Reversing all of $\mathbf P$ reverses $d$, while the dielectric and elastic tensors remain the same. Since displacement is linear in $d$, it reverses too. Being odd under total reversal, odd in $s_1$ and even in $s_2$, $u_x$ must be even in $s_3$.

The two vertical reflections leave $u_z$ unchanged, so it is even in $s_1,s_2$; total reversal makes it odd in $s_3$. Exchanging $x$ and $y$ equates the two lateral amplitudes. This proves the form of (1); the signs of $a,b$ require a material calculation or a calibration.

## Material constants

Let $p=P_0/\sqrt3$, and let $\chi_\parallel,\chi_\perp$ be the susceptibilities along and across $\mathbf P$. For $(1,1,1)$,

$$\chi_{ij}=\chi_\perp\delta_{ij}+(\chi_\parallel-\chi_\perp)/3,$$

so its diagonal and off-diagonal entries are $\chi_d=(\chi_\parallel+2\chi_\perp)/3$ and $\chi_o=(\chi_\parallel-\chi_\perp)/3$. A field $E_z$ changes polarization by $\varepsilon_0E_z(\chi_o,\chi_o,\chi_d)$.

Electrostriction gives $e_{ii}=Q_{11}P_i^2+Q_{12}\sum_{j\ne i}P_j^2$ and $e_{ij}=\tfrac12Q_{44}P_iP_j$ for $i\ne j$. Differentiating $e_{33},e_{11},e_{13},e_{12}$ in turn yields

$$\begin{aligned}
A&=2\varepsilon_0p(Q_{11}\chi_d+2Q_{12}\chi_o),\\
B&=2\varepsilon_0p[Q_{11}\chi_o+Q_{12}(\chi_d+\chi_o)],\\
C&=\tfrac12\varepsilon_0pQ_{44}(\chi_d+\chi_o),\qquad
D=\varepsilon_0pQ_{44}\chi_o .
\end{aligned}$$

## Tip response

### Reciprocity

Let $\sigma^{(i)}$ and $\mathbf u^{(i)}$ be the stress and displacement caused by a unit surface force in direction $i$. The piezoelectric problem has stress $\sigma=c:(\nabla\mathbf u-e)$ and no surface force. The work identities are $\int\sigma^{(i)}:\nabla\mathbf u\,dV=u_i(0)$ and $\int\sigma:\nabla\mathbf u^{(i)}dV=0$. Subtracting them and using the symmetry of $c$ gives

$$u_i(0)=\int\sigma^{(i)}_{jk}d_{ljk}E_l\,dV. \tag{2}$$

Distant surface terms vanish because the tip field decays as $r^{-2}$. The field $E_l$ is taken as given: the extra field produced by the piezoelectric response itself is neglected, which changes the amplitudes in the example below by less than 2% for a shear modulus of about 50 GPa.

### Half-space stresses

Use an isotropic elastic half-space with Poisson ratio $\nu$, depth $Z=-z$, and $m=1-2\nu$. Set the shear modulus to one; it cancels from stress per unit force. Define the harmonic functions $\psi=1/r$, $L=\ln(r+Z)$, $M=ZL-r$. They satisfy $\partial_ZL=\psi$ and $\partial_ZM=L$. For unit forces into the solid and along $x$, respectively,

$$\begin{aligned}
4\pi\mathbf u^N&=-Z\nabla\psi-m\nabla L+(1+2m)\psi\mathbf e_Z,\\
4\pi\mathbf u^T&=\psi\mathbf e_x-x\nabla\psi-m\nabla M_x+2mL_x\mathbf e_Z .
\end{aligned}$$

Subscripts on $\psi,L,M$ denote derivatives. The divergences of the right sides are $2m\psi_Z$ and $2m\psi_x$; their Laplacians are $-2\nabla\psi_Z$ and $-2\nabla\psi_x$. Both therefore satisfy the equilibrium equation $\nabla^2\mathbf u+m^{-1}\nabla(\nabla\cdot\mathbf u)=0$.

Differentiation gives the stresses on planes of constant depth:

$$\sigma^N_{jZ}=-\frac{3x_jZ^2}{2\pi r^5},\qquad
\sigma^T_{jZ}=-\frac{3xx_jZ}{2\pi r^5},$$

where $x_Z=Z$. They vanish on the free surface away from the origin. Integrating $\sigma^N_{ZZ}$ or $\sigma^T_{xZ}$ over such a plane gives $-1$, which balances the applied unit force.

Put $r=1$, $\mu=Z$, $s^2=1-\mu^2$ and $w=1/(1+\mu)$. For an outward normal force, reverse $\sigma^N$. Its trace follows from the divergence, giving

$$\sigma_{zz}=\frac{3\mu^3}{2\pi},\quad
\sigma_{xx}+\sigma_{yy}=\frac{2(1+\nu)\mu-3\mu^3}{2\pi},\quad
\sigma_{xz}=-\frac{3x\mu^2}{2\pi}.$$

The last sign includes the change from depth $Z$ to outward $z$. For the tangential force, $\sigma_{xz}=3x^2\mu/(2\pi)$, $\sigma_{zz}=-3x\mu^2/(2\pi)$ and

$$\begin{aligned}
2\pi\sigma_{xx}&=-3x^3+m(x-M_{xxx}),\\
2\pi\sigma_{yy}&=-3xy^2+m(x-M_{xyy}),\\
2\pi\sigma_{xy}&=-3x^2y-mM_{xxy}.
\end{aligned}$$

With $g=2w^3+w^2$, direct differentiation gives $M_{xxx}=3xw^2-x^3g$, $M_{xyy}=xw^2-xy^2g$ and $M_{xxy}=yw^2-x^2yg$.

### Closed amplitudes for isotropic permittivity

Take a point-source potential $\varphi=Vh/\sqrt{\rho^2+(Z+h)^2}$, where $\rho$ is the distance from the tip axis and $h$ the source height. Along a ray set $r=h\tau$. Then

$$\int_0^\infty\frac{d\tau}{(\tau^2+2\mu\tau+1)^{3/2}}
=\left[\frac{\tau+\mu}{(1-\mu^2)\sqrt{\tau^2+2\mu\tau+1}}\right]_0^\infty=w.$$

Replacing $\tau$ by $1/\tau$ shows that the integral with an extra $\tau$ in the numerator also equals $w$. Hence

$$\int E_zdr=-V(\mu w+w)=-V,\qquad \int E_{x,y}dr=V(x,y)w.$$

Stress scales as $r^{-2}$, which cancels $r^2$ in the volume element. Only angular integrals remain. For $u_z$, terms odd in $x$ or $y$ vanish, leaving

$$\begin{aligned}
-\frac{u_z}{V}={}&A\int_0^13\mu^3d\mu
+B\int_0^1[2(1+\nu)\mu-3\mu^3]d\mu\\
&+6C\int_0^1(1-\mu)\mu^2d\mu,
\end{aligned}$$

and therefore

$$a=\tfrac34A+(\tfrac14+\nu)B+\tfrac12C. \tag{3}$$

For $u_x$, the azimuthal integrals of $x^2,x^4,x^2y^2$ are $\pi s^2,3\pi s^4/4,\pi s^4/4$. The required depth-angle integrals are

$$\begin{aligned}
J_0&=\int_0^1s^2w\,d\mu=\tfrac12, &
J_1&=\int_0^1s^2w^3d\mu=1-\ln2,\\
J_2&=\int_0^1s^4w\,d\mu=\tfrac5{12}, &
J_3&=\int_0^1s^4wg\,d\mu=\tfrac72-4\ln2 .
\end{aligned}$$

Let $I_{xx},I_{yy},I_{zz}$ be the angular integrals of $xw\sigma_{xx},xw\sigma_{yy},xw\sigma_{zz}$, and $I_{xy}$ that of $yw\sigma_{xy}$. Then

$$\begin{aligned}
I_{xx}&=\tfrac12[-\tfrac94J_2+m(J_0-3J_1+\tfrac34J_3)]=-\tfrac{15}{32}+\tfrac m{16},\\
I_{yy}&=\tfrac12[-\tfrac34J_2+m(J_0-J_1+\tfrac14J_3)]=-\tfrac5{32}+\tfrac{3m}{16},\\
I_{xy}&=\tfrac12[-\tfrac34J_2+m(-J_1+\tfrac14J_3)]=-\tfrac5{32}-\tfrac m{16},\\
I_{zz}&=-\tfrac32\int_0^1(1-\mu)\mu^2d\mu=-\tfrac18 .
\end{aligned}$$

The vertical field acting through $\sigma_{xz}$ contributes $-3CV/4$, where the two equal shear entries have been counted. Thus

$$u_x/V=AI_{xx}+B(I_{yy}+I_{zz})+C(2I_{xy}-\tfrac34),$$

and substituting $m=1-2\nu$ gives

$$b=\frac{13+4\nu}{32}A+\frac{3+12\nu}{32}B+\frac{19-4\nu}{16}C. \tag{4}$$

$D$ drops out of both amplitudes by azimuthal parity. This is specific to the isotropic field used here.

### Anisotropic permittivity

For permittivity tensor $\varepsilon$, use the potential

$$\varphi\propto[(\mathbf r-\mathbf r_0)\cdot\varepsilon^{-1}(\mathbf r-\mathbf r_0)]^{-1/2},\qquad
\mathbf r_0=h\,\varepsilon\mathbf e_z/\varepsilon_{zz},$$

normalized to $V$ at the contact. The coordinate change $\mathbf r=\varepsilon^{1/2}\mathbf r'$ reduces $\nabla\cdot(\varepsilon\nabla\varphi)=0$ to Laplace's equation, so this is a solution inside the film. Its surface contours are ellipses, with an axis ratio of about 1.3 for the example below; it is a source model, not a solution for a particular metal tip. It transforms correctly between variants, and (2) is integrated numerically.

## Worked example

The round inputs are $P_0=0.90\ \mathrm{C/m^2}$ (90 µC/cm²), $Q_{11}=0.03$, $Q_{12}=-0.01$, $Q_{44}=0.03\ \mathrm{m^4/C^2}$, $\chi_\parallel=40$, $\chi_\perp=80$ and $\nu=0.3$. Thus $\chi_d=66.67$ and $\chi_o=-13.33$, giving $A=20.86$, $B=-8.59$, $C=3.68$ and $D=-1.84$ pm/V. Equations (3) and (4) become

$$\begin{aligned}
a&=0.75(20.86)+0.55(-8.59)+0.5(3.68)=12.8\ \mathrm{pm/V},\\
b&=0.444(20.86)+0.206(-8.59)+1.113(3.68)=11.6\ \mathrm{pm/V}.
\end{aligned}$$

The anisotropic source model, with the same $d$ tensor, reduces them to 11.6 and 10.1 pm/V. Part of this drop comes from its elliptical surface contours: with the same permittivity but circular contours the values are 11.8 and 10.8 pm/V, and $a/b$ is about 1.09 instead of 1.15. The elliptical values are used below. For 0.5 V drive the vertical and lateral amplitudes are 5.78 and 5.03 pm. Variant $(1,-1,1)$, for instance, reads $W=-5.78$, $T_A=+5.03$, $T_B=+5.03$ pm and decodes correctly. The numerical output lists all eight cases, each computed from its own tensors.

Assume independent Gaussian noise of $\eta=2.5$ pm rms per reading. A signed signal of amplitude $S$ has error probability $\tfrac12\operatorname{erfc}(S/\sqrt2\eta)$. Averaging two vertical readings replaces $\eta$ by $\eta/\sqrt2$. Thus, with zero thresholds,

$$p_v=\tfrac12\operatorname{erfc}\frac{aV}{\eta},\quad
p_l=\tfrac12\operatorname{erfc}\frac{bV}{\sqrt2\eta},\quad
p=1-(1-p_v)(1-p_l)^2.$$

Here $p_v=0.054\%$, $p_l=2.22\%$ and $p=4.4\%$. A simulation of 200,000 randomly chosen variants gives 4.5%. Most of these errors come from the two lateral signs. The figures leave out buckling and the electrostatic lever load; with both at the sizes estimated below, the vertical sign of the worst variants would be wrong in about 5% of pixels.

## Failure modes and their size

**Missing or reversed information.** Vertical data plus one torsion scan leave four classes of two variants. Missing the rotation sign in scan B reverses $s_1$ for all eight. The resulting labels are still valid variants, so the decoder cannot detect this error. A known domain or an independent phase calibration is needed.

**Registration.** At a wall between $(1,1,1)$ and $(-1,-1,1)$, taking scan A from the first side and scan B from the second yields $(-1,1,1)$, a variant present on neither side. Drift can therefore create a false strip. Wall labels inherit such mistakes: one, two or three differing signs correspond to polarization angles of about 71°, 109° or 180°, with 12, 12 and 4 variant pairs.

**Azimuth.** If the sample is misaligned counterclockwise by $\alpha$, $T_A=u_x\sin\alpha+u_y\cos\alpha$. For $0\le\alpha<45^\circ$, the worst signal factor is $\cos\alpha-\sin\alpha$; it is 0.909 at 5°. At 45° some torsion signals vanish.

**Buckling.** Let the lever have bending stiffness $k$, length $L$ and tip height $H$, with lateral contact stiffness $k_l$. For end displacement $u_z$ and slope $\theta$, its cubic bending shape gives the end moment $(kL^3/3)(4\theta/L-6u_z/L^2)$. A stiff normal contact fixes $u_z$, while displacement $u_L$ along the lever supplies moment $k_lH(u_L-H\theta)$. Balancing them gives

$$\theta(\tfrac43kL^2+k_lH^2)=2kL\,(u_z+\kappa u_L),\qquad
\kappa=\frac{k_lH}{2kL}.$$

For $k=3$ N/m, $L=225$ µm, $H=12$ µm and $k_l=50$ N/m, $\kappa=0.444$. In the two-scan average, the worst variants have both lateral components opposing the vertical signal. The vertical sign survives if $|\kappa|b<a$, or $|\kappa|<1.15$. The example loses up to 39% of its vertical signal. With the lever fixed, the limit is $k_l=129$ N/m.

This limit matters. A stuck circular contact under a rigid tip has lateral stiffness $8/(2-\nu)$ times shear modulus times contact radius; 50 GPa and 5 nm give about 1200 N/m, or about 660 N/m when a silicon tip deforms as well, several times the limit. The tip's own lateral compliance acts in series with the contact and lowers the effective $k_l$; a slender tip can bring it below the limit, so $k_l$ should be estimated for the probe in use. Adding vertical scans taken 180° apart cancels $\kappa u_L$, because the sample rotation reverses $u_L$ but not $u_z$.

**Electrostatic lever load.** Treat the 35 µm wide lever as a plate at distance $H$. A 0.2 V contact-potential difference and the 0.5 V drive give a first-harmonic load $F=48$ pN. Uniform loading contributes an end moment $FL/12$, compared with $2kLu_z$ from surface motion. The apparent displacement is $F/(24k)=0.67$ pm, about 12% of the vertical signal. Its sign is independent of the variant.

**Field and thickness.** The source height is 25 nm, so the field at the contact is $V/h=0.20$ MV/cm. In the anisotropic model the largest field lies slightly off axis and is about 3% higher, still below the assumed rough coercive field of 0.30 MV/cm. This margin holds only for source heights above about 17 nm. If the field is set by a 5 nm contact, as in the stiffness estimate above, it is about 0.6–1 MV/cm at this drive, so the absence of switching must be checked or the drive lowered. The induced polarization at the contact is 1.4% of $P_0$. Restricting piezoelectric strain to a 200 nm film, while keeping the tip field and elastic constants unchanged, leaves 91% of the vertical and 97% of the lateral response. A nearby bottom electrode would also alter the field, which this estimate omits.

These parameters are round values in the rough regime of bismuth ferrite films, whose polarization is roughly 90–100 µC/cm²; the amplitudes are model results, not measurements. Epitaxial strain can break the threefold axis assumed for $A$–$D$ and change $a,b$. The sign pattern survives if the variants remain related by the same reflections and $a,b$ keep their signs. Of the effects sized here, buckling poses the largest threat to the vertical sign: its estimated 39% contribution grows in proportion to $k_l$ at fixed lever dimensions and stiffness.

## Table of computed values

```
Polarization: 90 uC/cm2
Q11, Q12, Q44: 0.030, -0.010, 0.030 m4/C2
Susceptibility parallel, perpendicular: 40, 80
chi_d, chi_o: 66.67, -13.33
Poisson ratio: 0.30
Bias amplitude: 0.50 V
Source height, film thickness: 25, 200 nm
A, B: 20.857, -8.588 pm/V
C, D: 3.681, -1.840 pm/V
Isotropic permittivity a, b: 12.759, 11.579 pm/V
Anisotropic permittivity a, b: 11.563, 10.050 pm/V
Vertical, lateral amplitude: 5.782, 5.025 pm
Readings in pm: vertical, torsion A, torsion B -> s1 s2 s3
-5.78 -5.03 +5.03 -> +1 +1 +1
+5.78 -5.03 +5.03 -> +1 +1 -1
-5.78 +5.03 +5.03 -> +1 -1 +1
+5.78 +5.03 +5.03 -> +1 -1 -1
-5.78 -5.03 -5.03 -> -1 +1 +1
+5.78 -5.03 -5.03 -> -1 +1 -1
-5.78 +5.03 -5.03 -> -1 -1 +1
+5.78 +5.03 -5.03 -> -1 -1 -1
Classes from vertical and one torsion scan: 4
Variants misread if rotation sign is missed: 8
Variant pairs about 71 degrees apart: 12
Variant pairs about 109 degrees apart: 12
Variant pairs about 180 degrees apart: 4
Noise per reading: 2.50 pm rms
Vertical sign error: 0.0537 percent
One lateral sign error: 2.221 percent
Variant error, formula: 4.445 percent
Variant error, simulation: 4.495 percent
Azimuth error: 5.0 degrees
Worst lateral factor at that error: 0.909
Lever stiffness: 3.0 N/m
Lever length, width: 225, 35 um
Tip height: 12 um
Lateral contact stiffness: 50.0 N/m
Buckling kappa, critical kappa: 0.444, 1.151
Worst buckling / vertical signal: 0.386
Critical lateral stiffness: 129.4 N/m
Contact potential difference: 0.20 V
Electrostatic lever force: 48.42 pN
Electrostatic equivalent displacement: 0.673 pm
Film share, vertical: 0.913
Film share, lateral: 0.966
Peak tip field: 0.200 MV/cm
Rough coercive field: 0.300 MV/cm
Induced / spontaneous polarization: 1.36 percent
```
